\section*{Cavity linewidths from a discrete-mode Casida matrix: couplings, spacing and window}

\section{Real eigenvalues and missing widths}

A Casida matrix that couples a molecule to finitely many photon modes is real and symmetric. Its excitation energies are real, so no eigenvalue carries a linewidth, however lossy the cavity. Broadening an isolated line by hand only returns the width that was put in. Using many modes is not enough either. For the lithium dimer treated below, modes spaced by twice the cavity linewidth give a fitted molecular width of $-1.93$ mHa, where the correct value within the model is $0.288$ mHa. The method below combines couplings tied to the electromagnetic Green function, a read-out that extracts a decay rate from real eigenvalues, and error laws for the spacing $\Delta$ and the upper edge $W$ of the mode window.

Hartree atomic units are used, with $4\pi\epsilon_0=1$ and $c=137.036$. Fields vary as $e^{-i\omega t}$, so a decaying resonance lies at $z=\Omega-i\Gamma/2$, where $\Gamma$ is the full width at half maximum.

\section{The electron-photon matrix}

Let $D$ be the sum of the electron coordinates along the field polarization. In the length gauge and dipole approximation,
\begin{equation}
H=H_e+\tfrac12\sum_k\left[p_k^2+(\omega_kq_k-\lambda_kD)^2\right].
\end{equation}
The photon field is treated at mean-field level (photon RPA): no electron-photon exchange-correlation kernel is included. The electrons then feel the potential $-ED$ with
\begin{equation}
E=E_{\rm ext}+\sum_k\lambda_k\left(\omega_k\langle q_k\rangle-\lambda_k\langle D\rangle\right),\qquad
\ddot q_k=-\omega_k\left(\omega_kq_k-\lambda_k\langle D\rangle\right). \label{eq:field}
\end{equation}
In a static state $\ddot q_k=0$, each bracket vanishes, and the Kohn-Sham ground state is unchanged by the cavity.

For a closed shell with real orbitals, let $d_{ia}$ be the orbital matrix elements of the coordinate and $\mathcal D=\sqrt2\,d$ their singlet combination. The linear-response equations are
\begin{align}
AX+BY-\omega X&=E\mathcal D, & BX+AY+\omega Y&=E\mathcal D.
\end{align}
Here $B_{ia,jb}=2(ia|f_{\rm Hxc}|jb)$. For an adiabatic local kernel $A-B=\varepsilon$, the diagonal matrix of orbital gaps. Adding and subtracting give
\begin{align}
(A+B)(X+Y)-\omega(X-Y)&=2E\mathcal D,\\
\varepsilon(X-Y)-\omega(X+Y)&=0.
\end{align}
Insert $X-Y=\omega\varepsilon^{-1}(X+Y)$ into the first line, set $X+Y=\sqrt2\,\varepsilon^{1/2}x$, and multiply from the left by $\varepsilon^{1/2}/\sqrt2$:
\begin{equation}
(C-\omega^2)x=vE,\quad C=\varepsilon^{1/2}(A+B)\varepsilon^{1/2},\quad v=2\varepsilon^{1/2}d.
\end{equation}
The induced coordinate is $\delta D=\mathcal D^T(X+Y)=v^Tx$, so the bare polarizability is $\alpha_0=v^T(C-\omega^2)^{-1}v$. With (\ref{eq:field}) for $E$ and $\Lambda^2=\sum_k\lambda_k^2$,
\begin{align}
(C+\Lambda^2vv^T-\omega^2)x-v\sum_k\lambda_k\omega_kq_k&=vE_{\rm ext},\\
(\omega_k^2-\omega^2)q_k-\lambda_k\omega_kv^Tx&=0. \label{eq:photon}
\end{align}
The matrix to diagonalize is therefore
\begin{equation}
M=\begin{pmatrix}C+\Lambda^2vv^T&-v\,\lambda_k\omega_k\\-\lambda_k\omega_k\,v^T&\omega_k^2\end{pmatrix}. \label{eq:M}
\end{equation}
Its quadratic form is $x^TCx+\sum_k(\omega_kq_k-\lambda_kv^Tx)^2$. It is positive whenever $C$ is, so the eigenfrequencies are real.

Solving (\ref{eq:photon}) for $q_k$ gives the field that the photons return to the molecule:
\begin{equation}
\sum_k\lambda_k^2\left(\frac{\omega_k^2}{\omega_k^2-\omega^2}-1\right)\delta D
=K_N\delta D,\qquad K_N(\omega)=\omega^2\sum_k\frac{\lambda_k^2}{\omega_k^2-\omega^2}.
\end{equation}
Since $\delta D=\alpha_0(E_{\rm ext}+K_N\delta D)$, the dressed polarizability obeys
\begin{equation}
\frac1\alpha=\frac1{\alpha_0}-K_N. \label{eq:dyson}
\end{equation}
The $-1$ in the bracket is the dipole self-energy. It produces the prefactor $\omega^2$.

\section{Couplings from the Green function}

In a planar geometry of effective area $A_c$, let $G$ solve $-G''-(\omega^2/c^2)\epsilon G=\delta(x-x_0)/A_c$. A dipole $\mu$ at $x_0$ produces there the field $(4\pi\omega^2/c^2)G\mu$. The electron charge enters twice, in $\mu=-D$ and in the force, so the signs cancel and
\begin{equation}
K(\omega)=\frac{4\pi\omega^2}{c^2}G(\omega).
\end{equation}
Define the density $J(\omega)=\sum_k\lambda_k^2\delta(\omega-\omega_k)$ in the continuum limit. Just above the real axis, ${\rm Im}\,(\omega_k^2-\omega^2)^{-1}=\pi\delta(\omega-\omega_k)/(2\omega_k)$ for $\omega>0$, so
\begin{equation}
{\rm Im}K=\frac{\pi}{2}\omega J
\quad\Longrightarrow\quad
J=\frac{8\omega}{c^2}{\rm Im}G,\qquad
\lambda_k^2=\frac{8\omega_k}{c^2}{\rm Im}G(\omega_k)\,\Delta. \label{eq:lambda}
\end{equation}
The modes sit at the midpoints $\omega_k=(k-\frac12)\Delta$ of $N=W/\Delta$ intervals. The real part needs no separate input. Causality makes $G$ analytic in the upper half-plane, and in the present cavity $G$ falls off as $1/\omega$. Then
\begin{equation}
G(z)=\frac2\pi\int_0^\infty\frac{\omega\,{\rm Im}G(\omega)}{\omega^2-z^2}d\omega
\;\Longrightarrow\;
K(z)=z^2\int_0^\infty\frac{J(\omega)}{\omega^2-z^2}d\omega. \label{eq:kk}
\end{equation}
At $z=0$ the first relation is a sum rule,
\begin{equation}
\int_0^\infty\frac{J}{\omega^2}d\omega=\frac{4\pi}{c^2}G(0). \label{eq:sum}
\end{equation}
This requires $G$ to stay finite at zero frequency. Near a metal surface an electrostatic image field survives there and must be added to the electronic part.

For an isolated transition of frequency $w$ and strength $S=2w\mathcal D_w^2$, where $\mathcal D_w$ is its transition moment, $\alpha_0\simeq S/[2w(w-z)]$. To leading order in $K$, (\ref{eq:dyson}) puts the pole at $z=w-SK(w)/(2w)$, so
\begin{equation}
\Gamma\simeq S\,{\rm Im}K(w)/w. \label{eq:golden}
\end{equation}
In free space ${\rm Im}G=\omega/(6\pi c)$, and this becomes $\Gamma=4w^3\mathcal D_w^2/(3c^3)$, the spontaneous emission rate. That limit confirms the prefactor $4\pi$ in $K$, from which the factor 8 in (\ref{eq:lambda}) follows.

\section{A solvable lossy cavity}

Put a perfect mirror at $x=0$ and a resistive sheet at $x=L$ that reflects with amplitude $-R$ at all frequencies. With $k=\omega/c$, the solutions obeying the left and right boundary conditions are $\sin kx$ and $e^{ikx}-Re^{2ikL}e^{-ikx}$. Their Wronskian, evaluated at $x=0$, is $-k(1-Re^{2ikL})$, and $G'$ must jump by $-1/A_c$ at the source. Hence
\begin{equation}
G=\frac{\sin kx_0\left(e^{ikx_0}-Re^{2ikL-ikx_0}\right)}{kA_c(1-Re^{2ikL})}.
\end{equation}
The poles satisfy $e^{2ikL}=1/R$, that is
\begin{equation}
\omega=\frac{n\pi c}{L}-\frac{i\kappa}2,\qquad \kappa=\frac cL\ln\frac1R.
\end{equation}
At the centre, $x_0=L/2$, set $y=e^{ikL}$. The numerator factorizes and
\begin{equation}
kA_cG=\frac i2\,\frac{(1-y)(1-Ry)}{1-Ry^2}.
\end{equation}
As a power series in $y$ its constant term is $i/2$, and all other terms average to zero over a period. The mean of $J$ is therefore $\bar J=4/(cA_c)$. One period has length $2\pi c/L$ and carries total strength
\begin{equation}
\lambda^2=\frac{2\pi c}{L}\bar J=\frac{8\pi}{A_cL}, \label{eq:closed}
\end{equation}
which equals the coupling of the fundamental mode of a closed cavity, $4\pi(2/A_cL)\sin^2(\pi/2)$. Loss spreads the coupling without changing its sum.

Near a fundamental tuned to $w$, this strength forms a Lorentzian of width $\kappa$, so $K\simeq w\lambda^2/[2(w-i\kappa/2-z)]$. The condition $1=K\alpha_0$ becomes
\begin{equation}
(w-z)(w-\tfrac{i\kappa}2-z)=\frac{S\lambda^2}4,\qquad
z=w-\frac{i\kappa}4\pm\frac12\sqrt{S\lambda^2-\frac{\kappa^2}4}. \label{eq:two}
\end{equation}
For $\sqrt S\lambda>\kappa/2$ there are two polaritons of width $\kappa/2$. Below this value the frequencies merge and the two widths separate; well below it, one root is a narrow molecular line.

\section{Reading a width from real eigenvalues}

Let $\Omega_n$ be the eigenfrequencies of (\ref{eq:M}) and $S_n$ the squared overlaps of its eigenvectors with $(v,0)$. The polarizability
\begin{equation}
\alpha_N(z)=\sum_n\frac{S_n}{\Omega_n^2-z^2}
\end{equation}
is a row of poles on the real axis, but at a height $\eta$ above it the row can imitate the continuum. The procedure is as follows.
\begin{enumerate}
\item Build the couplings from (\ref{eq:lambda}), add the closing mode of Section~\ref{sec:window}, and diagonalize $M$.
\item Evaluate $\alpha_N$ at $z=w+i\eta+3\kappa s$ for 61 Chebyshev points $s$ in $(-1,1)$.
\item Fit $\alpha_N=P_5(s)/(s^2+q_1s+q_0)$, with $P_5$ a polynomial of degree five, by linear least squares on $s^2\alpha_N=P_5-(q_1s+q_0)\alpha_N$.
\item Convert the two roots of the denominator to $z$ and take $\Gamma=-2\,{\rm Im}z$.
\end{enumerate}
The fit continues the function downward through the real axis, so no artificial broadening has to be subtracted. Two poles suffice if one molecular and one cavity resonance lie near the sampled interval.

\section{Error from the mode spacing}

Since ${\rm Im}G$ is odd, $J$ is even, and the sum over modes is a midpoint rule on the whole line for $f=J/[2(\omega^2-z^2)]$. Take $W\to\infty$ for now. Poisson summation gives
\begin{equation}
\Delta\sum_{k=-\infty}^{\infty}f\left((k-\tfrac12)\Delta\right)=\sum_{m=-\infty}^{\infty}(-1)^m\int_{-\infty}^{\infty}f(\omega)e^{2\pi im\omega/\Delta}d\omega .
\end{equation}
The term $m=0$ is the wanted integral. For $m>0$ close the contour upward. The pole at $z=\omega+i\eta$ has residue $J(z)/(4z)$ and contributes $i\pi J(z)q^m/(2z)$, with $q=e^{2\pi iz/\Delta}$. For $m<0$ the pole at $-z$, encircled clockwise, contributes the same. Summing $2\sum_{m\ge1}(-q)^m=-2q/(1+q)$ and multiplying by $z^2$,
\begin{equation}
K_N-K\simeq-i\pi zJ(z)\frac q{1+q},\qquad |q|=e^{-2\pi\eta/\Delta}. \label{eq:alias}
\end{equation}
For $\eta$ well below $\kappa/2$, where ${\rm Im}K\simeq\pi\omega J/2$ and $J$ has changed little from its value on the real axis, the error is about $2|q|\,{\rm Im}K$ once $|q|$ is small; away from the cavity resonance, where $|K|$ exceeds ${\rm Im}K$, it is a smaller fraction of $|K|$. On the real axis $|q|=1$ and there is no convergence at all.

The continued $J$ has its own poles at height $\kappa/2$, which add terms of order $e^{-\pi\kappa/\Delta}$. Formula (\ref{eq:alias}) thus leads for $\eta<\kappa/2$. Above that height the cavity poles set the exponential rate, and raising $\eta$ further brings only a slow reduction of the error. Direct summation for the cavity below, at $\eta=\kappa/4$ and $\Delta=0.2485\kappa$, gives an error whose modulus is 1.0005 times (\ref{eq:alias}). At $\eta=\kappa$, halving $\Delta$ from $0.497\kappa$ lowers the logarithm of the error by 6.319; the cavity-pole rate predicts 6.322.

In time, the same copies labelled by $m$ are echoes centred on multiples of $2\pi/\Delta$. Each copy is symmetric in time about its centre, so the first echo begins early: its size grows roughly as $e^{-\kappa(2\pi/\Delta-t)/2}$ as $t$ approaches $2\pi/\Delta$. Discrete modes describe the decay only while the echo is small compared with the signal that remains. At strong coupling the signal itself falls as $e^{-\kappa t/4}$, so the description fails earlier than for a narrow molecular line.

\section{Error from the window}
\label{sec:window}

Cutting (\ref{eq:kk}) at $W\gg|z|$ omits
\begin{equation}
\delta K=z^2m_1+z^4m_2+\dots,\quad m_1=\int_W^\infty\frac J{\omega^2}d\omega\simeq\frac{\bar J}W,\quad m_2=\int_W^\infty\frac J{\omega^4}d\omega\simeq\frac{\bar J}{3W^3}.
\end{equation}
The leading error falls only as $1/W$. One extra mode contributes $z^2\lambda_B^2/\omega_B^2+z^4\lambda_B^2/\omega_B^4+\dots$, which matches both terms if
\begin{equation}
\omega_B^2=\frac{m_1}{m_2}\simeq3W^2,\qquad \lambda_B^2=\omega_B^2m_1 .
\end{equation}
The calculation uses $\omega_B^2=3W^2$. The first term is then matched exactly and the second approximately, because $J$ oscillates about its mean. The value of $m_1$ follows from the sum rule (\ref{eq:sum}), with $G(0)=x_0/A_c$, after subtracting $\int_0^WJ\omega^{-2}d\omega$. That integral is done on a fine grid (2000 points per $w$), so that spacing errors do not enter the closing mode.

If the self-energy $\Lambda^2vv^T$ is dropped, $K_N$ is replaced by $K_N+\Lambda^2$. Since $\Lambda^2\simeq\bar JW$, the error then grows with the window.

\section{Lithium dimer in the cavity}

Li$_2$ is placed at a chosen bond length of 5.05 bohr, with its axis along the field, in LDA (Slater exchange, VWN correlation) and the 6-31G* basis. Diagonalizing $C$, with 75 orbital pairs, gives the lowest bright transition at $w=0.075209$ Ha (2.05 eV) with $S=1.466$. These values are not converged in the basis: aug-cc-pVTZ gives $w=0.0716$ Ha (1.95 eV) and $S=1.35$, a shift of 3.6 mHa in frequency (more than the cavity linewidth used below) and 8\% in strength. Fixed nuclei and the functional further limit them as predictions for the real molecule; the digits serve only to measure numerical convergence of the photon sampling.

The cavity is resonant: $L=\pi c/w=5724$ bohr. With $R=0.9$, $\kappa=137.036\times0.10536/5724=2.522$ mHa. Two areas are used, $10^4$ bohr$^2$ (weak coupling) and 200 bohr$^2$ (strong coupling). They are model parameters for tight lateral confinement, not properties of an ordinary mirror pair. A diffraction-limited area of order $L^2=3.3\times10^7$ bohr$^2$ is about $3\times10^3$ and $1.6\times10^5$ times larger, and would give a width of only $7.8\times10^{-5}$ mHa.

\subsection{Reference resonances}

A secant search for complex roots of $1=K(z)\alpha_0(z)$, with the closed form of $G$, supplies values free of mode sampling. For the weak case (\ref{eq:closed}) gives $\lambda=6.626\times10^{-4}$. At resonance $y=-1$, so $kA_cG=i(1+R)/(1-R)=19i$ and
\begin{equation}
{\rm Im}K=\frac{4\pi w\times19}{cA_c}=1.310\times10^{-5},\qquad
\Gamma\simeq\frac{1.466\times1.310\times10^{-5}}{0.075209}=0.255\ {\rm mHa}.
\end{equation}
The root has $\Gamma=0.288$ mHa (7.85 meV), 13\% more. Equation (\ref{eq:two}) accounts for the excess: with $\sqrt S\lambda=0.802$ mHa,
\begin{equation}
\Gamma=\frac\kappa2-\sqrt{\frac{\kappa^2}4-S\lambda^2}=1.261-0.973=0.288\ {\rm mHa}.
\end{equation}
Expanding the root gives $\Gamma=(S\lambda^2/\kappa)(1+S\lambda^2/\kappa^2+\dots)$. The leading factor is the Lorentzian form of (\ref{eq:golden}); it lies 0.09\% below the value from the exact ${\rm Im}K$, because $2/\ln(1/R)=18.98$ replaces 19. The relative correction $S\lambda^2/\kappa^2$ is 0.0010 at an area of $10^6$ bohr$^2$, and the root exceeds (\ref{eq:golden}), evaluated with the exact ${\rm Im}K$, by the same amount.

In the strong case $\sqrt S\lambda=5.673$ mHa. Equation (\ref{eq:two}) predicts a splitting $\sqrt{5.673^2-1.261^2}=5.531$ mHa and two widths of 1.261 mHa. The roots are split by 5.530 mHa and have widths 1.251 mHa (34.0 meV, lower) and 1.273 mHa (34.7 meV, upper). Equation (\ref{eq:two}) misses this small asymmetry mainly because it sets $z=w$ in the prefactors. Keeping $K\simeq z\lambda^2/[2(w-i\kappa/2-z)]$ and $\alpha_0=S/(w^2-z^2)$, still with one cavity pole and one transition, gives widths 1.2485 and 1.2729 mHa.

\subsection{Spacing}

With $W=4w$, the closing mode and $\eta=\kappa$, the fitted widths in mHa are:
\begin{center}
\begin{tabular}{cccc}
$\Delta/\kappa$ & weak & lower & upper\\
1.99 & $-1.9337$ & 7.3142 & $-4.0737$\\
0.99 & 0.1722 & 1.4358 & 1.4029\\
0.50 & 0.2766 & 1.2541 & 1.2754\\
0.25 & 0.2884 & 1.2508 & 1.2734
\end{tabular}
\end{center}
The first row has no physical meaning. For the weak line the relative error against the root falls from $4.1\times10^{-2}$ to $8.2\times10^{-5}$ in the last halving, a factor of 499; the law $e^{-\pi\kappa/\Delta}$ gives $e^{6.32}\simeq556$. The corresponding factors for the lower and upper polariton are about 1300 and 170, but these do not measure the law: the last-row polariton errors ($2\times10^{-6}$ and $9\times10^{-6}$) include a window error of 6 to $7\times10^{-6}$ at $W=4w$ that does not fall with finer spacing. With $W=16w$ the factors are about 520 and 800, and the fit itself leaves a relative bias of order $10^{-6}$. The polariton errors at $\Delta\simeq\kappa/2$ are already below 0.3\%. The weak line is less accurate there for two reasons: its absolute error, 0.012 mHa, is larger than those of the polaritons (0.003 and 0.002 mHa), and its width is smaller. Reading at $\eta=\kappa/2$ instead, with the finest spacing, changes the weak width by about 6 parts in $10^5$. In this example a quarter of the cavity linewidth is a sufficient spacing, and the matrix has $75+480+1=556$ rows.

For the same weak system the echo time is $2\pi/\Delta=10025$ a.u. The impulse response $\sum_nS_n\sin(\Omega_nt)/\Omega_n$ was compared with that for half the spacing. Relative to the peak response, the two differ by at most $1.5\times10^{-4}$ up to half the echo time, and by up to 0.72 between one and one and a half echo times.

\subsection{Window}

For the upper polariton at $\Delta\simeq\kappa/4$, the distance of the fitted pole from the root, in mHa, is:
\begin{center}
\begin{tabular}{cccc}
$W/w$ & plain & closing mode & no self-energy\\
2 & 0.0296 & $5.7\times10^{-4}$ & 0.078\\
4 & 0.0147 & $5.8\times10^{-6}$ & 0.195\\
8 & 0.0073 & $2.1\times10^{-5}$ & 0.395
\end{tabular}
\end{center}
The last column also omits the closing mode. The plain error halves when $W$ doubles. Its size follows from (\ref{eq:dyson}). A molecular pole would move by $S\delta K/(2w)$; a resonant polariton is half molecular and moves by half of that. With $\bar J=4/(137.036\times200)=1.46\times10^{-4}$ and $W=4w$,
\begin{equation}
\delta z\simeq\frac{S}{4w}\frac{w^2\bar J}{W}=\frac{S\bar J}{16}=0.0134\ {\rm mHa},
\end{equation}
within 10\% of the table.

The closing mode removes most of this error, but its column does not fall steadily: the entry at $8w$ exceeds that at $4w$. At this spacing these two entries do not test the window law. The spacing error, about $+2.2\times10^{-5}$ mHa in the pole frequency and within a factor of three of $\kappa e^{-\pi\kappa/\Delta}\simeq8\times10^{-6}$ mHa, makes up the entry at $8w$; at $4w$ it nearly cancels a window error of $-2.4\times10^{-5}$ mHa. With the spacing halved the column falls steadily: $5.9\times10^{-4}$, $2.4\times10^{-5}$ and $1.6\times10^{-6}$ mHa, the last close to the bias of the fit.

Without the self-energy the pole moves down by about $S\Lambda^2/(4w)$, which at $W=8w$ is $2S\bar J=0.43$ mHa, against 0.395 in the table. The width suffers too, rising from 1.310 to 1.365 to 1.464 mHa as the window grows. The molecule has been pushed below the cavity by $\delta\simeq S\Lambda^2/(2w)$. Replacing $-i\kappa/2$ by $\delta-i\kappa/2$ in the difference of the two bare frequencies and expanding the square root gives an upper width $\frac\kappa2(1+\delta/\sqrt S\lambda)$ for $\delta,\kappa\ll\sqrt S\lambda$: the upper polariton becomes more photon-like.

\section{Where the method stops working}

The number of modes is $W/\Delta$, and $\Delta$ must follow $\kappa$, so a very sharp cavity resonance makes uniform sampling expensive. A gain medium can make ${\rm Im}G$ negative, and then (\ref{eq:lambda}) has no real coupling. In free space $J\propto\omega^2$, the integral in (\ref{eq:sum}) diverges for a point dipole, and no closing mode can be defined from it; the finite size of the molecule or a renormalization must enter first. Further resonances within the fitted interval require a denominator of higher degree.
